# Binary Sum Tree for Selecting and Updating Oxygen Hops, Against Linear Search

## Definitions and conventions

A crystal contains $N_v$ oxygen vacancies on the fcc oxygen sublattice of NiO. An oxygen ion next to a vacancy can hop into it, and the vacancy then moves the opposite way. Each vacancy has 12 neighbouring sites, so there are $N=12N_v$ possible events. Event $i$ has rate $r_i\ge 0$, and the total rate is $R=\sum_i r_i$. The box is periodic, the nickel ions are fixed and the vacancies are neutral.

The energy is $V$ times the number of neighbouring vacancy pairs. Let a vacancy move from site $s$ to site $t$, and let $n_s$ and $n_t$ be the numbers of vacant neighbours of these sites before the hop. The count $n_t$ includes the moving vacancy itself, which will no longer be at $s$. Hence

$$\Delta E=V\,(n_t-1-n_s),\qquad r=\nu\exp\!\left[-\frac{E_0+\Delta E/2}{k_BT}\right],$$

with attempt frequency $\nu$ and barrier $E_0$. If $t$ is already vacant, $r=0$. The reverse hop has $-\Delta E$ in place of $\Delta E$, so the ratio of forward to reverse rate is $e^{-\Delta E/k_BT}$. This is detailed balance for the stated energy.

The random number $u$ is uniform on $[0,1)$, and the selection threshold is $x=uR$. Logarithms of sizes have base 2.

## What has to be selected

Treat the events as independent exponential clocks. The probability that none has fired by time $t$ is $\prod_i e^{-r_it}=e^{-Rt}$. The probability that the first firing is event $i$, between $t$ and $t+dt$, is therefore $r_ie^{-Rt}dt$. Integration over $t$ gives

$$P(i)=\int_0^\infty r_i e^{-Rt}\,dt=\frac{r_i}{R}.$$

Summation over $i$ instead gives the waiting-time density $Re^{-Rt}$. Setting the survival probability $e^{-R\Delta t}$ equal to a second random number $u'\in(0,1]$ yields $\Delta t=-\ln(u')/R$. The joint density is the product of $P(i)$ and the waiting-time density, so the two draws are independent.

## Linear search

Define $C_i=r_1+\dots+r_i$ and $C_0=0$. Linear search returns the event with $C_{i-1}\le x<C_i$. This interval has length $r_i$, so the probability is $r_i/R$, as required. Finding event $i$ takes $i$ reads, and the mean number is

$$\langle\text{reads}\rangle=\sum_{i=1}^N i\,\frac{r_i}{R}\;\longrightarrow\;\frac1N\,\frac{N(N+1)}2=\frac{N+1}2\quad\text{for equal rates.}$$

The opposite limit is one dominant rate at position $m$, where the mean tends to $m$. If that event stands first in the list, linear search needs about one read and no tree can do better. The case for the tree rests on rates of comparable size, or on large ones at unknown places. Summing $R$ afresh costs a further $N-1$ additions per hop.

## The sum tree

Place the rates on the leaves of a binary tree with $2^d$ leaves, filling unused leaves with zero. The smallest sufficient depth for $N$ leaves is $d=\lceil\log_2N\rceil$. Every parent stores the sum of its two children, so the root, node 1, stores $R$. The children of node $p$ are nodes $2p$ and $2p+1$, with sums $S_L$ and $S_R$.

Selection starts at the root with $x=uR$ and repeats one rule until it reaches a leaf:

- If $x\ge S_L$ and $S_R>0$, replace $x$ by $x-S_L$ and go right.
- Otherwise go left.

In exact arithmetic the condition $S_R>0$ is redundant, because $S_R=0$ means $x<S_L$. Its purpose appears in the error analysis.

The probabilities follow by induction on the height. A single leaf of rate $r_i$ owns the interval $[0,r_i)$. Suppose that in both subtrees each leaf owns an interval of length equal to its rate, in the order of the leaves. At their parent, thresholds in $[0,S_L)$ go left unchanged. Those in $[S_L,S_L+S_R)$ go right and are shifted to $[0,S_R)$. A shift preserves length and order, so the property holds at the parent. At the root, leaf $i$ owns $[C_{i-1},C_i)$, the same interval as in linear search. In exact arithmetic both methods therefore choose the same event for the same $u$; rounding can make them differ when $x$ lies at the end of an interval. The descent takes $d$ steps with at most $2d$ reads.

A test with 37 integer rates, some of them zero, ran through all 265 integer thresholds. Each leaf was chosen as many times as its rate, and linear search agreed at every threshold.

## Updating after one hop

Changing one leaf requires its $d$ ancestors to be recomputed, one addition each. A hop changes several leaves, and they can share this work. Give each vacancy a block of 16 consecutive leaves, of which 12 are used, so that $d=\lceil\log_2(16N_v)\rceil$. The 12 leaves have 6 parents. These have 3 parents, which in turn have 2, because three nodes do not fill two pairs. One node then covers the block, and above it there is one ancestor on each of $d-4$ levels. The number of additions is

$$6+3+2+1+(d-4)=d+8,$$

against $12d$ for twelve separate updates. With 1024 vacancies $d=14$, so these numbers are 22 and 168. Counting the node writes during execution confirmed $d$ for one leaf and $d+8$ for a block, for 16, 100, 1024 and 8192 vacancies.

It remains to bound the number of vacancies refreshed. The rate of a vacancy depends on $n$ at its own site, and on $n$ and the occupation at its neighbours. A hop from $s$ to $t$ changes $n$ at the neighbours of $s$ and $t$. The affected vacancies therefore lie within two neighbour steps of $s$ or $t$. Counting distinct sites in this region gives $M=74$ in every box large enough to hold the region without overlap across the periodic boundary, and fewer in smaller boxes. Apart from writing the leaves themselves, at most $12M$ values, the selection reads and the additions of one hop obey

$$\text{cost}\le 2d+M(d+8).$$

Finding the affected vacancies takes a fixed number of look-ups, at most $2\times12\times12=288$. Since $M$ does not depend on $N$, the whole hop costs $O(\log N)$.

This conclusion needs a short-range interaction. If every vacancy feels every other, one hop changes of order $N$ rates. Rebuilding the tree then takes $2^d-1$ additions, and the logarithmic cost is lost although the selection itself still takes $d$ steps.

## Error analysis

**The total.** Let $\varepsilon=2^{-53}$ be the unit roundoff of double precision. Each addition gives $(a+b)(1+\delta)$ with $|\delta|\le\varepsilon$. A leaf enters the root through $d$ additions, so the computed root is $\sum_i r_i\prod_{j=1}^d(1+\delta_{ij})$. All terms are non-negative, and hence

$$\frac{|\hat R-R|}{R}\le(1+\varepsilon)^d-1\approx d\,\varepsilon .$$

The number of earlier updates does not appear, because parents are recomputed from their present children.

A running total, corrected by $r_{\rm new}-r_{\rm old}$, behaves differently. Each correction makes two roundings, one in the difference and one in the sum, each of size at most about $\varepsilon R_{\max}$, where $R_{\max}$ is the largest total met so far. After $m$ updates the absolute error can reach about $2m\varepsilon R_{\max}$, and it remains when the fast events have gone.

In the test, 1024 leaves received 20,000 single updates with rates between $10^{-3}$ and $10^{13}$. All leaves were then reset to values between 0.5 and 1.5. Relative to an accurately rounded sum, the running total was wrong by $3.7\times10^{-3}$, while the root showed no error.

**The probabilities.** The end of a leaf's interval is fixed by the left sums subtracted on the way down. Together they are at most $R$, with relative errors up to $d\varepsilon$, which displaces the end by at most $d\varepsilon R$. The subtractions add at most $d$ roundings of size $\varepsilon R$. To first order each end moves by no more than about $2d\varepsilon R$, so $P(i)$ changes by a few times $d\varepsilon$ in absolute terms. For $d=14$ this is of order $10^{-14}$. An event whose share of $R$ is smaller than that is therefore not guaranteed to be selected with the right relative frequency.

**Events of zero rate.** Let $\eta=2^{-52}$, the spacing of doubles just above 1, and take four leaves with rates $1.5\eta,\ 0,\ 1+2\eta,\ 0$. The sum $1+3.5\eta$ lies midway between two doubles and is rounded to the even one, so the root is $1+4\eta$. The largest $u$, $1-2^{-53}$, gives

$$(1+4\eta)(1-\eta/2)=1+3.5\eta-2\eta^2,$$

which is just below the midpoint and becomes $x=1+3\eta$. Since $x\ge1.5\eta$, the descent goes right with $x-1.5\eta=1+1.5\eta$. This is again a tie and is rounded to $1+2\eta$. The next left sum is also $1+2\eta$, so a rule that tests $x\ge S_L$ alone goes right once more, to a leaf of zero rate. In the oxide model such a leaf is either an unused one, which stands for no hop at all, or a blocked hop that would put two vacancies on one site.

The condition $S_R>0$ prevents this. Assume that the current node has a positive sum. If the descent goes right, $S_R>0$ by the rule. If it goes left because $S_R=0$, then $S_L$ equals the positive sum of the node. If it goes left because $x<S_L$, then $S_L>0$, since $x$ never becomes negative. Each visited node is thus positive, down to the leaf. In the four-leaf case, numbered from 0, the bare rule reached leaf 3 and the full rule leaf 2.

## Checks of the physics

The local update was tested in a box of 108 sites with 20 vacancies. After 2000 hops, all 240 stored rates agreed with rates computed from the full pair energy before and after each trial hop.

Two vacancies in a box of 32 sites have 31 relative positions, of which 12 are contacts. With $k_BT=0.08617$ eV and $V=0.10$ eV, the Boltzmann weight of a contact is $w=e^{-V/k_BT}=0.313$, so

$$P_{\rm contact}=\frac{12w}{12w+19}=0.165 .$$

The time-weighted simulation gave $0.164\pm0.003$.

This average tests relative weights. The mean time $\tau(\mathbf r)$ to first contact also tests the clock. From separation $\mathbf r$ the pair waits a mean time $1/K$, with $K=\sum_{\mathbf r'}k_{\mathbf r\mathbf r'}$, and then continues from $\mathbf r'$ with probability $k_{\mathbf r\mathbf r'}/K$. Multiplying $\tau(\mathbf r)=1/K+\sum_{\mathbf r'}(k_{\mathbf r\mathbf r'}/K)\,\tau(\mathbf r')$ by $K$ gives

$$\sum_{\mathbf r'}k_{\mathbf r\mathbf r'}\,[\tau(\mathbf r)-\tau(\mathbf r')]=1,\qquad \tau=0\ \text{in contact}.$$

Either vacancy may hop, so each $k_{\mathbf r\mathbf r'}$ is twice a single hop rate. For a start one lattice constant apart the linear equations give 0.194 ms, and 4000 simulated runs gave $0.194\pm0.004$ ms.

## Worked example: an oxygen-deficient NiO film

The temperature is 1000 K. The other parameters are rough values: lattice constant $a=0.418$ nm, $E_0=2.0$ eV, $\nu=10^{13}$ Hz, $V=0.10$ eV, and one vacancy per 128 oxygen sites. An isolated vacancy hops in each direction at the rate

$$k=10^{13}\,e^{-2.0/0.086173}\ \text{s}^{-1}=833\ \text{s}^{-1},$$

over the length $l=a/\sqrt2=0.296$ nm.

**Timing of the store.** The times below, in microseconds, cover one selection and the rewriting of one vacancy's 12 rates. Both linear methods recompute the total each time. The scan and the tree search with loops in interpreted Python, while the cumulative sum uses compiled array routines.

| Rates | Tree | Scan | Cumulative sum |
|---:|---:|---:|---:|
| 192 | 8.2 | 9.7 | 11.5 |
| 12,288 | 15 | 656 | 59 |
| 98,304 | 22 | 14,210 | 409 |

For 512 times more rates the tree time grows by a factor 2.7 and the scan time by 1468. The scan thus grows faster than its operation count. The cause was not isolated. At the largest size the tree is about 650 times faster than the interpreted scan but 19 times faster than the compiled sum. The first ratio compares two interpreted searches, the second an interpreted tree with compiled linear work, so neither need hold in another language.

**Timing of complete hops.** These include the search for affected vacancies and the evaluation of rates. With 16 vacancies the tree takes 48 µs and the scan 47 µs, so the tree brings no gain. With 1024 vacancies the times are 84 and 777 µs, a ratio of 9.3. This is below the ratio of 43 for the store alone at the same size, since both methods share the remaining work. From 16 to 128 vacancies the tree time rises from 48 to 81 µs, more than the depth explains; the cause was not isolated.

With equal random numbers, both methods ended 3000 hops in the same configuration in every box. In the largest, the scan read 6083 leaves on average, against $(12{,}288+1)/2=6144.5$. A uniform choice among $N$ leaves has standard deviation $N/\sqrt{12}$, so 3000 independent choices give a standard error of $12{,}288/\sqrt{12\times3000}\approx65$. The difference of 61 is within it.

**Physical result.** For an isolated vacancy successive hops are uncorrelated, and $12kt$ hops give $\langle r^2\rangle=12kt\,l^2$. Hence

$$D_0=\frac{\langle r^2\rangle}{6t}=2kl^2=1.455\times10^{-12}\ \text{cm}^2/\text{s}.$$

A run of 40,000 hops with 1024 vacancies gave $D=(1.41\pm0.04)\times10^{-12}$ cm²/s, which does not resolve a density effect. On average 1.5 vacancies were refreshed per hop, far below the bound of 74.

The mean time between hops does show an effect of the other vacancies, from blocked sites and repulsion together. Independent vacancies would give $1/(12{,}288\,k)=97.7$ ns, while the run gave 99.7 ns. The hop rate is thus lower by 1.9%, with a sampling error of about $1/\sqrt{40{,}000}=0.5\%$.

To first order in the vacancy fraction $c=1/128$, consider one other vacancy. Of the 12 hops from a contact, one is blocked, four keep the contact and seven break it, at relative rate $w^{-1/2}$. Summed over the 12 contact positions of weight $w$, the change from 12 free hops is $12w(7w^{-1/2}+4-12)$. The 84 reverse hops, which form a contact, have relative rate $w^{1/2}$ instead of 1. The relative change of the mean hop rate is

$$\frac c{12}\left[12(7\sqrt w-8w)+84(\sqrt w-1)\right]\approx-1.3\%,$$

which agrees in sign with the run. For $V=0$, where $w=1$, the same expression gives $-c=-0.8\%$ from blocking alone. The run lies only about two sampling errors from that value, so it does not cleanly separate the repulsion from blocking. The remaining difference of 0.6% is slightly more than one sampling error.

**Relation to a real film.** In the model, vacancies spread by 10 nm rms along one axis in $L^2/2D=0.35$ s. An error of 0.1 eV in the barrier changes the rate by a factor 3.2, so this time could lie between about 0.1 and 1.1 s. The Wigner factor for tunnelling, $1+(h\nu/k_BT)^2/24$ with the barrier frequency taken equal to $\nu$, raises the rate by 1%. The vacancy fraction is far from typical: NiO is normally deficient in nickel, and the example stands for a strongly reduced film that keeps its vacancies. In equilibrium, and without interactions, this fraction requires a formation free energy of only $k_BT\ln127\approx0.42$ eV per vacancy. If the value is higher even in contact with nickel metal, the film is supersaturated and tends to form metal instead. Neutrality is a serious assumption. With charge $+2$ and a rough permittivity of 12, the unscreened repulsion would be 1.15 eV at 0.418 nm and 0.36 eV, or about $4k_BT$, at 1.33 nm, the cube root of the volume per vacancy. In a random arrangement the nearest vacancy is usually closer. Counting this pair alone, a hop straight towards a vacancy 1.33 nm away would raise the energy by $0.36\times0.296/(1.33-0.296)\approx0.10$ eV, as much as $V$, and lower the rate by a factor of about 1.8. With six vacancies at this distance, evenly placed along three perpendicular axes, the increases and decreases nearly cancel. The rates would have to include the charge, and the local update would fail unless screening made the repulsion short-ranged. If the two electrons left by each vacancy are mobile, their classical Debye length is about 0.26 nm. This value assumes a non-degenerate electron gas, which requires heavy carriers at this density. With the free-electron mass the gas would be degenerate and the screening length about 0.43 nm. Both lengths are less than the spacing, so linear screening is only indicative. Multiplying the repulsion by $e^{-r/\lambda}$, with $\lambda=0.26$ or 0.43 nm, makes it small at 1.33 nm (0.002 or 0.016 eV) but not at short range. It remains about 0.5 or 0.8 eV in contact, well above $V$, and 0.23 or 0.43 eV at 0.418 nm, and it falls to $k_BT/4$ only at about 0.85 or 1.2 nm. A finite range of this size keeps the logarithmic cost, but it needs many more neighbour shells than the model has and a bound $M$ far above 74. Fixed nickel requires nickel vacancies to be rare, as is expected in a strongly reduced film. With a rough barrier of 1.5 eV, a nickel ion beside such a vacancy would hop some 330 times faster than an oxygen ion beside an oxygen vacancy. The effect of this on $D$ was not computed, and grain boundaries are absent from the model.

The full set of counts and timings is in the numerical output. The timings belong to one machine and one language; the operation counts do not.

## Computed values

```
integer test: 37 leaves, 265 thresholds, all correct
vacancies, depth, additions: one leaf / 12 leaves; max reads to select
     16    8    8 /  16   15
    100   11   11 /  19   19
   1024   14   14 /  22   25
   8192   17   17 /  25   30
relative error of total: tree 0.0e+00, running sum 3.7e-03
rounding trap: bare descent leaf 3 (rate 0), guarded leaf 2
240 stored rates after 2000 hops: worst relative error 0.0e+00
contact probability: KMC 0.1640 +- 0.0030, Boltzmann 0.1652
first contact (ms): KMC 0.1938 +- 0.0038, master eq. 0.1943
store alone, us per select+rewrite: rates, tree, linear scan, array cumsum
     192      8.15       9.68     11.49
    1536     10.53      79.35     15.94
   12288     15.35     656.03     58.95
   98304     21.90   14209.58    408.65
growth of time for 512 times more rates: tree 2.69, scan 1468
T = 1000 K, kT = 0.08617 eV, barrier = 2.0 eV, repulsion = 0.10 eV
attempt frequency = 1e+13 Hz, lattice constant = 0.418 nm
hop length = 0.2956 nm, isolated hop rate = 832.6 1/s
sites whose vacancies may change rates in one hop: 74
complete hop, us: box edge (nm), vacancies, tree, linear scan
    3.34     16     48.4     46.7
    6.69    128     81.0    146.3
   13.38   1024     84.0    777.4
same trajectory from both searches over 3000 hops in each box
mean leaves read by linear scan: 6083, (N+1)/2 = 6144.5
long run: 40000 hops, simulated time 3.987 ms
mean time between hops in the box: 99.67 ns
mean number of vacancies refreshed per hop: 1.485
vacancy diffusion: 1.413e-12 +- 3.7e-14 cm2/s
dilute value 2 k l^2: 1.455e-12 cm2/s
time to spread 10 nm rms along one axis: 0.354 s
if charged +2 (permittivity 12): 1.15 eV at 0.418 nm, 0.36 eV at 1.33 nm
barrier error of 0.1 eV changes the rate by a factor 3.19
tunnelling (Wigner) raises the rate by 0.96 percent
nickel hop, barrier 1.5 eV: faster by a factor 331
```
